\section*{Factorizing the CCSD Equations into Stanton–Gauss Intermediates}

\section{Where the ladder term goes}

A program that solves the coupled-cluster singles and doubles (CCSD) equations spends much of its work on arrays with four virtual indices when the virtual orbitals outnumber the occupied ones. One decision is whether the product of two-electron amplitudes with the integrals $\langle mn||ef\rangle$ that enters such an array, $W_{abef}$, must be formed in every iteration, or can be moved to the array $W_{mnij}$, which is then the smaller one. The answer depends on how the terms of highest order in the amplitudes are divided between the two.

Indices $i,j,k,l,m,n$ denote occupied spin orbitals of a determinant $|0\rangle$, $a,b,c,d,e,f$ virtual ones, and $p,q,r,s$ either kind. The same letters denote annihilation operators. Repeated indices are summed, except in diagonal Fock elements $f_{ii}$, $f_{aa}$, in factors $(1-\delta_{pq})$ and in denominators. With $v_{pqrs}=\langle pq||rs\rangle$,
\begin{align}
H&=h_{pq}\,p^\dagger q+\tfrac14 v_{pqrs}\,p^\dagger q^\dagger s r,\qquad f_{pq}=h_{pq}+v_{pkqk},\label{H}\\
T_1&=t_i^a\,a^\dagger i,\qquad T_2=\tfrac14 t_{ij}^{ab}\,a^\dagger b^\dagger j i=\tfrac14 t_{ij}^{ab}(a^\dagger i)(b^\dagger j).\label{T}
\end{align}
The last form follows by moving $i$ past two operators. The CCSD conditions are that $e^{-T}He^{T}|0\rangle$, $T=T_1+T_2$, has no overlap with $a^\dagger i|0\rangle$ or $a^\dagger b^\dagger ji|0\rangle$. The determinant need not be a Hartree--Fock solution, so $f_{me}$ may be nonzero. Let $P(ij)X_{ij}=X_{ij}-X_{ji}$, and define
\begin{equation}
s_{ij}^{ab}=t_i^at_j^b-t_i^bt_j^a,\quad \tau_{ij}^{ab}=t_{ij}^{ab}+s_{ij}^{ab},\quad \tilde\tau_{ij}^{ab}=t_{ij}^{ab}+\tfrac12 s_{ij}^{ab}.\label{tau}
\end{equation}

\section{Absorbing the single excitations}

Since $[a^\dagger i,p^\dagger]=\delta_{ip}a^\dagger$ and $[a^\dagger i,q]=-\delta_{aq}i$, and since $T_1$ commutes with $a^\dagger$ and $i$, the series for $e^{-T_1}Xe^{T_1}$ stops after one commutator when $X$ is a single operator:
\begin{equation}
i^\dagger\to i^\dagger-t_i^a a^\dagger,\qquad a\to a+t_i^a i,\qquad a^\dagger\to a^\dagger,\qquad i\to i.
\end{equation}
Collecting coefficients, $\tilde H=e^{-T_1}He^{T_1}$ has the form (\ref{H}) with dressed integrals. The rule is
\begin{equation}
\text{bra: } x_a\to x_a-t_m^a x_m;\qquad \text{ket: } x_i\to x_i+t_i^e x_e,\label{dress}
\end{equation}
while occupied bra and virtual ket indices are unchanged. In particular $\tilde v_{mnef}=v_{mnef}$.

The dressed Fock matrix is $\tilde f_{pq}=\tilde h_{pq}+\tilde v_{pkqk}$. Here the ket index $k$ is dressed and the bra index $k$ is not. Before $p$ and $q$ are dressed the matrix is therefore
\begin{equation}
g_{pq}=f_{pq}+t_n^f v_{pnqf}.\label{g}
\end{equation}
Applying (\ref{dress}) to $p$ and $q$, and writing $F_{me}=g_{me}$, gives
\begin{align}
\tilde f_{me}&=F_{me},\quad \tilde f_{ae}=g_{ae}-t_m^aF_{me},\quad \tilde f_{mi}=g_{mi}+t_i^eF_{me},\label{fd}\\
\tilde f_{ai}&=g_{ai}+t_i^eg_{ae}-t_m^ag_{mi}-t_i^et_m^aF_{me}.\label{fai}
\end{align}

\section{Contractions with the double excitations}

Write $\tilde H$ in normal order relative to $|0\rangle$: a constant, $\tilde f_{pq}\{p^\dagger q\}$ and $\tfrac14\tilde v_{pqrs}\{p^\dagger q^\dagger sr\}$. The nonzero contractions are $e$ with a later $c^\dagger$, and $m^\dagger$ with a later $k$. Operators of $T_2$ can thus be contracted only when they stand to the right of $\tilde H$. Uncontracted products cancel in the commutators of $e^{-T_2}\tilde He^{T_2}$, so every $T_2$ must be linked to $\tilde H$.

A term of $\tilde H$ lowers the excitation level by at most two. Doubles can therefore contain at most $T_2^2$, and singles at most one $T_2$.

Contractions of one type are equal by the antisymmetry of $t_{ij}^{ab}$. A pair $m^\dagger e$ can be linked to $T_2$ in four ways, which cancel the $\tfrac14$:
\begin{equation}
\{m^\dagger e\}T_2\to t_{im}^{ae}\,a^\dagger i.\label{pair}
\end{equation}
Three links also have four choices. In singles, $\tilde v_{amef}$ and $\tilde v_{mnie}$ each occur twice in the sum over $p,q,r,s$, leaving a factor $\tfrac12$. Write their operators as $(a^\dagger e)(m^\dagger f)$ and $(m^\dagger i)(n^\dagger e)$. The first leaves $+a^\dagger i$; the second leaves $\{i\,a^\dagger\}=-a^\dagger i$. Hence
\begin{equation}
0=\tilde f_{ai}+F_{me}t_{im}^{ae}+\tfrac12\tilde v_{amef}t_{im}^{ef}-\tfrac12\tilde v_{mnie}t_{mn}^{ae}.\label{S}
\end{equation}

For doubles, a vector $X_{ij}^{ab}a^\dagger i\,b^\dagger j|0\rangle$ has projection $P(ij)P(ab)X_{ij}^{ab}$. The terms linear in $T_2$ arise as follows.
\begin{itemize}
\item The operator $b^\dagger e$ replaces $e^\dagger$ in $T_2$ by $b^\dagger$, giving $P(ab)\tilde f_{be}t_{ij}^{ae}$. Because $[m^\dagger j,i]=-\delta_{mi}j$, the occupied block gives $-P(ij)\tilde f_{mj}t_{im}^{ab}$.
\item Two particle links, or two hole links, have two choices. They give $\tfrac12\tilde v_{abef}t_{ij}^{ef}$ and $\tfrac12\tilde v_{mnij}t_{mn}^{ab}$.
\item The element $\tilde v_{mbej}$ occurs four times in the sum, and its operator is $(b^\dagger j)(m^\dagger e)$ in normal order. By (\ref{pair}) it gives $P(ij)P(ab)t_{im}^{ae}\tilde v_{mbej}$.
\end{itemize}

For $\tfrac12T_2^2$ all four operators in $\tfrac14v_{mnef}\{(m^\dagger e)(n^\dagger f)\}$ must be linked.
\begin{itemize}
\item If one $T_2$ takes $e,f$ and the other $m,n$, the two assignments cancel the $\tfrac12$. Each pair of links gives $\tfrac12$ of an amplitude. The operator coefficient is $\tfrac14\cdot\tfrac12\cdot\tfrac12=\tfrac1{16}$, which is $\tfrac14$ in the projection.
\item If each takes one particle and one hole link, there are four assignments: $\tfrac12\cdot\tfrac14\cdot4=\tfrac12$.
\item If one takes three links, two choices of amplitude and two of the remaining index again give $\tfrac12$. Leaving $e$ free produces $\{e\,b^\dagger\}=-b^\dagger e$, so $\tilde f_{be}$ acquires $-\tfrac12t_{mn}^{bf}v_{mnef}$. Leaving $m^\dagger$ free adds $+\tfrac12t_{jn}^{ef}v_{mnef}$ to $\tilde f_{mj}$.
\end{itemize}
The doubles equation is therefore
\begin{align}
0={}&\tilde v_{abij}+P(ab)t_{ij}^{ae}\bigl(\tilde f_{be}-\tfrac12t_{mn}^{bf}v_{mnef}\bigr)
-P(ij)t_{im}^{ab}\bigl(\tilde f_{mj}+\tfrac12t_{jn}^{ef}v_{mnef}\bigr)\nonumber\\
&+\tfrac12t_{mn}^{ab}\tilde v_{mnij}+\tfrac12t_{ij}^{ef}\tilde v_{abef}+\tfrac14t_{ij}^{ef}t_{mn}^{ab}v_{mnef}\nonumber\\
&+P(ij)P(ab)t_{im}^{ae}\bigl(\tilde v_{mbej}+\tfrac12t_{jn}^{bf}v_{mnef}\bigr).\label{Dbl}
\end{align}

\section{The one-body intermediates and $\tilde\tau$}

In (\ref{S}), rule (\ref{dress}) gives $\tilde v_{amef}=v_{amef}-t_n^av_{nmef}$ and $\tilde v_{mnie}=v_{mnie}+t_i^fv_{mnfe}$. After renaming summed indices, the added parts contribute $-\tfrac12t_m^at_{in}^{ef}v_{mnef}$ and $-\tfrac12t_i^et_{mn}^{af}v_{mnef}$. Now split the last term of (\ref{fai}) into equal halves. One half joins the terms containing $t_i^e$, the other those containing $t_m^a$. The sum is $t_i^e\hat F_{ae}-t_m^a\hat F_{mi}$ with
\begin{align}
\hat F_{ae}&=g_{ae}-\tfrac12t_m^aF_{me}-\tfrac12t_{mn}^{af}v_{mnef},\label{Fa}\\
\hat F_{mi}&=g_{mi}+\tfrac12t_i^eF_{me}+\tfrac12t_{in}^{ef}v_{mnef}.\label{Fi}
\end{align}

Insert $F_{me}=f_{me}+t_n^fv_{mnef}$ into (\ref{Fa}). Its two-$T_1$ part is $-\tfrac12t_m^at_n^fv_{mnef}$. On the other hand, exchanging $m$ and $n$ in the second product of $s_{mn}^{af}$ shows that
\begin{equation}
\tfrac12s_{mn}^{af}v_{mnef}=t_m^at_n^fv_{mnef}.
\end{equation}
The amplitude needed with prefactor $-\tfrac12$ is therefore $\tilde\tau$; $\tau$ would double the $T_1^2$ part. Likewise $\tfrac12s_{in}^{ef}v_{mnef}=t_i^et_n^fv_{mnef}$ in (\ref{Fi}). Removing the diagonal of $f$, which will go into the denominators, gives
\begin{align}
F_{ae}&=(1-\delta_{ae})f_{ae}-\tfrac12t_m^af_{me}+t_m^fv_{mafe}-\tfrac12\tilde\tau_{mn}^{af}v_{mnef},\label{Fae}\\
F_{mi}&=(1-\delta_{mi})f_{mi}+\tfrac12t_i^ef_{me}+t_n^ev_{mnie}+\tfrac12\tilde\tau_{in}^{ef}v_{mnef},\label{Fmi}\\
F_{me}&=f_{me}+t_n^fv_{mnef}.\label{Fme}
\end{align}

The doubles equation needs the whole of $\tilde f$, not the half-shared version. From (\ref{fd}), (\ref{Fa}) and (\ref{Fi}),
\begin{align}
\hat F_{be}-\tfrac12t_m^bF_{me}&=\tilde f_{be}-\tfrac12t_{mn}^{bf}v_{mnef},\label{Fb}\\
\hat F_{mj}+\tfrac12t_j^eF_{me}&=\tilde f_{mj}+\tfrac12t_{jn}^{ef}v_{mnef}.\label{Fj}
\end{align}
These are the two parentheses in the first line of (\ref{Dbl}). The explicit $F_{me}$ corrections restore the halves given away in the singles equation.

\section{The ring intermediate}

Dressing $b$ and $j$ in $v_{mbej}$ by (\ref{dress}) gives
\begin{equation}
\tilde v_{mbej}=v_{mbej}+t_j^fv_{mbef}-t_n^bv_{mnej}-t_j^ft_n^bv_{mnef}.
\end{equation}
Since $t_{jn}^{bf}=-t_{jn}^{fb}$, the last parenthesis in (\ref{Dbl}) is
\begin{equation}
W_{mbej}=v_{mbej}+t_j^fv_{mbef}-t_n^bv_{mnej}-\bigl(\tfrac12t_{jn}^{fb}+t_j^ft_n^b\bigr)v_{mnef}.\label{Wr}
\end{equation}
The $\tfrac12$ has a different origin from the halves above. The product $t_{im}^{ae}t_{jn}^{bf}v_{mnef}$ is unchanged when $(i,a)$ and $(j,b)$ are exchanged together, so $P(ij)P(ab)$ produces each distinct term twice. Nothing is shared here with another intermediate.

\section{The ladders and the quartic term}

Let $A$ and $B$ be the parts of the dressed ladder integrals with at most one $T_1$:
\begin{equation}
A_{mnij}=v_{mnij}+P(ij)t_j^ev_{mnie},\quad B_{abef}=v_{abef}-P(ab)t_m^bv_{amef}.\label{AB}
\end{equation}
Antisymmetry of $v_{mnef}$ gives $t_i^et_j^fv_{mnef}=\tfrac12s_{ij}^{ef}v_{mnef}$, and the analogous relation holds for $t_m^at_n^b$. Therefore
\begin{equation}
\tilde v_{mnij}=A_{mnij}+\tfrac12s_{ij}^{ef}v_{mnef},\qquad
\tilde v_{abef}=B_{abef}+\tfrac12s_{mn}^{ab}v_{mnef}.\label{lad}
\end{equation}
In $\tilde v_{abij}$ each of the four indices is either left alone or replaced, giving 16 terms. They are grouped by the number of replaced bra and ket indices:
\begin{align}
\tilde v_{abij}={}&v_{abij}+P(ij)t_i^ev_{abej}-P(ab)t_m^av_{mbij}-P(ij)P(ab)t_i^et_m^av_{mbej}\nonumber\\
&+\tfrac12s_{mn}^{ab}A_{mnij}+\tfrac12s_{ij}^{ef}B_{abef}+\tfrac14s_{ij}^{ef}s_{mn}^{ab}v_{mnef}.\label{vd}
\end{align}
The first line contains $1+2+2+4=9$ terms. The terms with $A$ and $B$ contain three each, and the last contains one. Terms with three $T_1$ factors sit in the one-$T_1$ parts of $A$ and $B$. This is why $t_i^et_m^a$ multiplies the bare $v_{mbej}$: using $W_{mbej}$ there would count higher terms again.

Add the ladder terms in the second line of (\ref{Dbl}), using (\ref{lad}). The coefficients of $A$ and $B$ become $\tfrac12(s+t)=\tfrac12\tau$. The terms with $v_{mnef}$ combine to
\begin{equation}
\tfrac14\bigl(s_{ij}^{ef}s_{mn}^{ab}+s_{ij}^{ef}t_{mn}^{ab}+t_{ij}^{ef}s_{mn}^{ab}+t_{ij}^{ef}t_{mn}^{ab}\bigr)v_{mnef}
=\tfrac14\tau_{ij}^{ef}\tau_{mn}^{ab}v_{mnef}.\label{quart}
\end{equation}
The product $ss$ is the only $T_1^4$ term in CCSD, and thus the only quartic term in the strict sense. In (\ref{Dbl}) four $T_1$ factors arise only when all four indices of $\tilde v_{abij}$ are replaced, and (\ref{S}) is at most cubic. The other products in (\ref{quart}) are $T_1^2T_2$ and $T_2^2$.

To place (\ref{quart}) inside the intermediates, set
\begin{equation}
W_{mnij}=A_{mnij}+x\,\tau_{ij}^{ef}v_{mnef},\qquad W_{abef}=B_{abef}+y\,\tau_{mn}^{ab}v_{mnef}.\label{W}
\end{equation}
The first is contracted with $\tfrac12\tau_{mn}^{ab}$ and the second with $\tfrac12\tau_{ij}^{ef}$, so the total is $\tfrac12(x+y)\tau\tau v$. Equation (\ref{quart}) requires
\begin{equation}
x+y=\tfrac12.\label{share}
\end{equation}
The symmetric choice is $x=y=\tfrac14$: each intermediate supplies $\tfrac18\tau\tau v$. The equal division is a convention; the sum is not.

\section{Working equations}

The diagonal parts of $\hat F$ contribute $(f_{aa}-f_{ii})t_i^a$ to singles and $(f_{aa}+f_{bb}-f_{ii}-f_{jj})t_{ij}^{ab}$ to doubles. Moved to the left, they define $D_i^a=f_{ii}-f_{aa}$ and $D_{ij}^{ab}=D_i^a+D_j^b$. With $g_{ai}=f_{ai}-t_n^fv_{naif}$ and $v_{amef}=-v_{maef}$,
\begin{align}
D_i^at_i^a={}&f_{ai}+t_i^eF_{ae}-t_m^aF_{mi}+t_{im}^{ae}F_{me}-t_n^fv_{naif}\nonumber\\
&-\tfrac12t_{im}^{ef}v_{maef}-\tfrac12t_{mn}^{ae}v_{mnie},\label{R1}\\
D_{ij}^{ab}t_{ij}^{ab}={}&v_{abij}+P(ab)t_{ij}^{ae}\bigl(F_{be}-\tfrac12t_m^bF_{me}\bigr)
-P(ij)t_{im}^{ab}\bigl(F_{mj}+\tfrac12t_j^eF_{me}\bigr)\nonumber\\
&+\tfrac12\tau_{mn}^{ab}W_{mnij}+\tfrac12\tau_{ij}^{ef}W_{abef}\nonumber\\
&+P(ij)P(ab)\bigl(t_{im}^{ae}W_{mbej}-t_i^et_m^av_{mbej}\bigr)\nonumber\\
&+P(ij)t_i^ev_{abej}-P(ab)t_m^av_{mbij}.\label{R2}
\end{align}
No step used real orbitals. Iteration by division additionally needs nonzero $D$, and small denominators can spoil its convergence.

For the energy, the constant in $\tilde H$ is $\tilde h_{ii}+\tfrac12\tilde v_{ijij}$. Beyond $\langle0|H|0\rangle$ it contains $f_{ia}t_i^a+\tfrac12t_i^at_j^bv_{ijab}$. Full contraction with $T_2$ adds $\tfrac14v_{ijab}t_{ij}^{ab}$, so
\begin{equation}
E_{\rm corr}=f_{ia}t_i^a+\tfrac14v_{ijab}\tau_{ij}^{ab}.\label{E}
\end{equation}

\section{The fluorine atom}

The numerical check checks the equations against explicit Fock-space matrices for random integrals. There the largest element of the $T_1^4$ term is $0.81574$, of which $0.40787$ comes through each ladder intermediate, as $x=y$ requires.

For a physical case, take the fluorine atom with a restricted open-shell Hartree--Fock (ROHF) determinant in the cc-pVDZ basis, all electrons correlated. There are $o=9$ occupied and $v=19$ virtual spin orbitals. In these orbitals the largest $|f_{me}|$ is $0.0791$ hartree ($0.063$ in cc-pVTZ), so the terms with $f_{me}$ contribute. Equations (\ref{R1})--(\ref{E}) give
\begin{equation}
E=-99.371862-0.156540=-99.528402\ \text{hartree}.
\end{equation}
The correlation energy, $-4.2597$ eV relative to ROHF, agrees with a separate spin-integrated CCSD code. It is a nonrelativistic value without connected triple excitations, and it is far from the basis-set limit: in cc-pVTZ the ROHF energy is $-99.400935$ hartree and the correlation energy $-0.227543$ hartree ($-6.19$ eV), a shift of $1.93$ eV in the correlation energy and $0.100$ hartree in the total. The digits shown serve to compare implementations in one basis.

The Euclidean norms, over all values of $i,j,a,b$, of the $T_2^2$, $T_1^2T_2$ and $T_1^4$ parts of (\ref{quart}) are $5.5\times10^{-3}$, $1.2\times10^{-5}$ and $1.5\times10^{-8}$ hartree; in cc-pVTZ they are $8.3\times10^{-3}$, $2.5\times10^{-5}$ and $2.9\times10^{-8}$. The strictly quartic term is tiny here, but the weights $x$ and $y$ multiply all three parts. Taking $x=y=\tfrac12$ counts the ladder twice and lowers the energy by $3.8\times10^{-4}$ hartree, or $0.24\%$ of the correlation energy ($6.5\times10^{-4}$ hartree and $0.29\%$ in cc-pVTZ).

Using $\tau$ for $\tilde\tau$ in $F_{ae}$ and $F_{mi}$ changes the energy by only $8\times10^{-8}$ hartree ($5\times10^{-7}$ in cc-pVTZ). In the random model, whose single amplitudes are large, the same replacement changes the projections by up to $0.45$ in singles and $1.36$ in doubles. The replacement alters $F_{ae}$ and $F_{mi}$ only by a term quadratic in $T_1$, and the single amplitudes of this atom have norm $0.028$; for such a case an energy comparison is a weak check of this factor.

Finally, take $x=\tfrac12$, $y=0$. The computed energy is unchanged, as (\ref{share}) demands. The product $\tau_{mn}^{ab}v_{mnef}$ for $W_{abef}$ would need
\begin{equation}
o^2v^4=9^2\cdot19^4=10\,556\,001
\end{equation}
multiplications without use of symmetry. The product for $W_{mnij}$ needs $o^4v^2=2\,368\,521$, and is formed in either case. Moving the whole ladder there removes the larger product and leaves $W_{abef}$ dependent on $T_1$ alone. The contraction $\tfrac12\tau_{ij}^{ef}W_{abef}$ remains and still scales as $o^2v^4$, so the choice lowers the cost but not its leading power.

\section*{Table of computed values}
\begin{verbatim}
Random model: 4 occupied, 4 virtual spin orbitals (dimensionless)
largest exact singles projection   6.3040
largest exact doubles projection   11.3975
factorized singles, max error      1.8e-15
factorized doubles, max error      2.9e-15
energy formula, error              1.8e-15
T1-dressed Hamiltonian, max error  5.8e-15
dressed T2 equations, max error    3.6e-15
intermediate relations, max error  5.6e-16
largest T1^4 doubles element       0.815740
  its part through W_mnij          0.407870
  its part through W_abef          0.407870
ladder counted twice: max error    1.9450
tau for tau-tilde: singles error   0.4541
tau for tau-tilde: doubles error   1.3574
Fluorine atom, ROHF reference, cc-pVDZ, all electrons correlated
occupied, virtual spin orbitals    9, 19
ROHF energy                        -99.37186194 hartree
largest |f_me|                     0.079106 hartree
CCSD iterations                    29
CCSD correlation energy            -0.15654020 hartree
  the same                         -4.25968 eV
PySCF UCCSD correlation energy     -0.15654020 hartree
CCSD total energy                  -99.52840214 hartree
norm of t1 (all elements)          0.027821
norm of t2 (all elements)          0.338949
norm of T2^2 ladder part           5.495e-03 hartree
norm of T1^2 T2 ladder part        1.202e-05 hartree
norm of T1^4 ladder part           1.522e-08 hartree
energy change, ladder all in W_mnij 0.0e+00 hartree
energy change, ladder counted twice -3.816e-04 hartree
energy change, tau for tau-tilde   8.339e-08 hartree
multiplications tau*v for W_abef   10556001
multiplications tau*v for W_mnij   2368521
\end{verbatim}
